# WKB tunnelling through a trapezoidal barrier and the displaced conductance minimum: a numerical check

```python
"""Brinkman parabolic conductance of a trapezoidal tunnel barrier.

Result under test, for exponential WKB transmission T = exp(-S):
  G(V)/G(0) = 1 - A0*D/(16*p**1.5)*V + 9*A0**2/(128*p)*V**2
with the minimum at V = 2*D/(3*S0), to leading order for large S0.
  phi1, phi2 : barrier heights above the adjacent Fermi levels
  p, D       : mean height and asymmetry phi2 - phi1
  d          : thickness; A0 = 4*sqrt(2)*d/3, S0 = 2*d*sqrt(2*p) (atomic units)
  V          : bias as an energy; positive V lowers the right Fermi level
Function arguments are in eV and angstrom. Energies E are measured from the
left Fermi level. The current is integrated from its definition, and an
Airy-function solution measures what the unit WKB prefactor leaves out.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import airye

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
BAND_DEPTH = 10.0   # eV, Fermi level above band bottom in both electrodes
STEP = 0.004        # eV, finite-difference step in bias
DEEP_NODES = np.polynomial.legendre.leggauss(200)
SHORT_NODES = np.polynomial.legendre.leggauss(40)


def exponent(E, V, phi1, phi2, d):
    """WKB exponent by quadrature of the decay constant across the barrier."""
    x, w = SHORT_NODES
    u = (x + 1) / 2
    height = phi1 + (phi2 - V - phi1) * u
    kappa = np.sqrt(2 * (height - np.asarray(E)[..., None]) / HARTREE)
    return 2 * d / BOHR * (kappa @ (w / 2))


def wkb(E, V, phi1, phi2, d):
    return np.exp(-exponent(E, V, phi1, phi2, d))


def airy_exact(E, V, phi1, phi2, d):
    """Exact transmission for abrupt edges; needs phi2 - V > phi1."""
    length = d / BOHR
    field = (phi2 - V - phi1) / HARTREE / length
    alpha = (2 * field) ** (1 / 3)
    z0 = 2 * (phi1 - E) / HARTREE / alpha**2
    z1 = 2 * (phi2 - V - E) / HARTREE / alpha**2
    k1 = np.sqrt(2 * (E + BAND_DEPTH) / HARTREE)
    k2 = np.sqrt(2 * (E + BAND_DEPTH + V) / HARTREE)
    ai0, dai0, bi0, dbi0 = airye(z0)
    ai1, dai1, bi1, dbi1 = airye(z1)
    growth = np.exp(2 / 3 * (z1**1.5 - z0**1.5))
    slope = 1j * k2 / alpha
    a = np.pi * (dbi1 - slope * bi1) * growth
    b = np.pi * (slope * ai1 - dai1) / growth
    psi = a * ai0 + b * bi0
    dpsi = alpha * (a * dai0 + b * dbi0)
    incident = (psi + dpsi / (1j * k1)) / 2
    return k2 / k1 / np.abs(incident) ** 2


def current_over_bias(V, barrier, transmission):
    """J/V in atomic units, from the zero-temperature supply of electrons."""
    bottom = max(-BAND_DEPTH, -BAND_DEPTH - V)
    low, top = min(0.0, -V), max(0.0, -V)
    x, w = DEEP_NODES
    E = bottom + (low - bottom) * (x + 1) / 2
    total = (low - bottom) / 2 * np.dot(w, transmission(E, V, *barrier))
    if V != 0:
        x, w = SHORT_NODES
        E = low + (top - low) * (x + 1) / 2
        supply = (top - E) / abs(V)
        total += (top - low) / 2 * np.dot(
            w, supply * transmission(E, V, *barrier))
    return total / HARTREE / (2 * np.pi**2)


def current(V, barrier, transmission):
    return V * current_over_bias(V, barrier, transmission)


def conductance(V, barrier, transmission=wkb):
    h = STEP
    j = [current(V + n * h, barrier, transmission) for n in (-2, -1, 1, 2)]
    return (j[0] - 8 * j[1] + 8 * j[2] - j[3]) / (12 * h)


def conductance_slope(V, barrier, transmission):
    h = STEP
    j = [current(V + n * h, barrier, transmission) for n in range(-2, 3)]
    return (-j[0] + 16*j[1] - 30*j[2] + 16*j[3] - j[4]) / (12 * h**2)


def minimum(barrier, transmission=wkb):
    return brentq(conductance_slope, -0.15, 0.3,
                  args=(barrier, transmission), xtol=1e-11)


def coefficients(barrier, transmission=wkb):
    """G(0), and linear and quadratic coefficients of G(V)/G(0)."""
    h = STEP
    r = [current_over_bias(n * h, barrier, transmission)
         for n in range(-2, 3)]
    first = (r[0] - 8 * r[1] + 8 * r[3] - r[4]) / (12 * h)
    second = (-r[0] + 16*r[1] - 30*r[2] + 16*r[3] - r[4]) / (12 * h**2)
    return r[2], 2 * first / r[2], 1.5 * second / r[2]


def brinkman(barrier):
    """S0, A0 in eV**-0.5, and the two Brinkman coefficients in eV units."""
    phi1, phi2, d = barrier
    mean, asym = (phi1 + phi2) / 2, phi2 - phi1
    A0 = 4 * np.sqrt(2) * d / BOHR / 3 / np.sqrt(HARTREE)
    S0 = 2 * d / BOHR * np.sqrt(2 * mean / HARTREE)
    return S0, A0, -A0 * asym / (16 * mean**1.5), 9 * A0**2 / (128 * mean)


def leading_G0(barrier):
    phi1, phi2, d = barrier
    mean = (phi1 + phi2) / 2 / HARTREE
    S = float(exponent(0.0, 0.0, *barrier))
    return np.sqrt(mean) * np.exp(-S) / (2*np.sqrt(2)*np.pi**2*d/BOHR)


example = (1.5, 2.5, 20.0)
phi1, phi2, d = example
mean, asym = (phi1 + phi2) / 2, phi2 - phi1
S0, A0, lin, quad = brinkman(example)

# Closed form and small-tilt expansion of the exponent against quadrature.
for E, V in ((0.0, 0.0), (-0.3, 0.2), (0.1, -0.4)):
    closed = A0 * ((phi1-E)**1.5 - (phi2-V-E)**1.5) / (phi1-phi2+V)
    assert abs(closed / exponent(E, V, *example) - 1) < 1e-10
    a, tilt = mean - E - V / 2, asym - V
    series = 1.5 * A0 * np.sqrt(a) * (1 - tilt**2 / (96 * a**2))
    # The first omitted relative term is tilt**4/(2048*a**4).
    assert abs(series / closed - 1) < 1e-3 * (tilt / a)**4
# At the midpoint energy the exponent is even about V = asymmetry, and largest.
mid = [float(exponent(-v / 2, v, *example))
       for v in (asym - 0.2, asym, asym + 0.2)]
assert abs(mid[0] - mid[2]) < 1e-10 and mid[1] > mid[0]

# Leading coefficients and their next-order factors, nearly symmetric barrier.
near = (1.95, 2.05, 20.0)
Sn, _, lin_n, quad_n = brinkman(near)
G0n, g1n, g2n = coefficients(near)
# Tolerances cover the neglected terms of relative order 1/S0**2.
assert abs(g1n / lin_n - (1 - 3 / Sn)) < 15 / Sn**2
assert abs(g2n / quad_n - 1) < 5 / Sn**2
assert abs(G0n / leading_G0(near) - (1 + 1 / Sn)) < 1e-3

# The asymmetry causes the displacement; exchanging heights reflects G(V).
symmetric_min = minimum((2.0, 2.0, 20.0))
swapped = (phi2, phi1, d)
swapped_min = minimum(swapped)
assert abs(symmetric_min) < 1e-6
assert abs(conductance(0.1, example)
           / conductance(-0.1, swapped) - 1) < 1e-8

# Worked example: full WKB integral against the parabola.
G0, g1, g2 = coefficients(example)
V_parabola = 2 * asym / (3 * S0)
assert abs(V_parabola + lin / (2 * quad)) < 1e-12
V_wkb = minimum(example)
assert abs(V_wkb / V_parabola - 1) < 0.15   # neglected 1/S0 and asymmetry terms
assert abs(swapped_min + V_wkb) < 1e-6
table = []
for V in (-0.5, -0.2, -0.1, 0.1, 0.2, 0.5):
    full = conductance(V, example) / G0
    parabola = 1 + lin * V + quad * V**2
    table.append((V, full, parabola))
    if abs(V) <= 0.1:
        assert abs(full - parabola) < 0.01

# Abrupt edges: exact slope minus WKB slope tends to asym/(2*phi1*phi2).
edge_limit = asym / (2 * phi1 * phi2)
edge = {}
for thickness in (20.0, 40.0, 120.0):
    b = (phi1, phi2, thickness)
    edge[thickness] = coefficients(b, airy_exact)[1] - coefficients(b)[1]
assert edge[20.0] > 0
assert abs(edge[120.0] / edge_limit - 1) < 0.10   # remainder of order 1/S0
assert abs(edge[120.0] - edge_limit) < abs(edge[40.0] - edge_limit)
g1_exact, g2_exact = coefficients(example, airy_exact)[1:]

siemens = const.e**2 / const.hbar / (BOHR * 1e-10)**2
print(f"left barrier height phi1 = {phi1:.2f} eV")
print(f"right barrier height phi2 = {phi2:.2f} eV")
print(f"mean height = {mean:.2f} eV")
print(f"asymmetry = {asym:.2f} eV")
print(f"thickness = {d:.1f} angstrom")
print(f"band depth = {BAND_DEPTH:.1f} eV")
print(f"A0 = {A0:.4f} eV^-1/2")
print(f"S0 = {S0:.3f} (dimensionless)")
print(f"S(0,0) with tilt = {float(exponent(0., 0., *example)):.3f}")
print(f"G(0), WKB integral = {G0 * siemens:.4e} S/m^2")
print(f"G(0), leading formula = {leading_G0(example)*siemens:.4e} S/m^2")
print(f"linear coefficient, Brinkman = {lin:.4f} eV^-1")
print(f"linear coefficient, WKB integral = {g1:.4f} eV^-1")
print(f"linear coefficient, Airy = {g1_exact:.4f} eV^-1")
print(f"quadratic coefficient, Brinkman = {quad:.4f} eV^-2")
print(f"quadratic coefficient, WKB integral = {g2:.4f} eV^-2")
print(f"quadratic coefficient, Airy = {g2_exact:.4f} eV^-2")
print(f"bias of minimum, Brinkman = {V_parabola:.5f} eV")
print(f"bias of minimum, WKB integral = {V_wkb:.5f} eV")
print(f"bias of minimum, heights exchanged = {swapped_min:.5f} eV")
print(f"|bias of minimum|, equal heights = {abs(symmetric_min):.5f} eV")
print(f"parabola depth below G(0) = {lin**2/(4*quad):.5f} of G(0)")
for V, full, parabola in table:
    print(f"V = {V:+.1f} eV: G/G(0) WKB {full:.4f}, parabola {parabola:.4f}")
print("nearly symmetric barrier, heights 1.95 and 2.05 eV, 20 angstrom:")
print(f"  slope / Brinkman = {g1n/lin_n:.4f}; 1-3/S0 = {1-3/Sn:.4f}")
print(f"  curvature / Brinkman = {g2n/quad_n:.4f}")
print(f"  G(0) / leading = {G0n/leading_G0(near):.4f}; "
      f"1+1/S0 = {1+1/Sn:.4f}")
print(f"edge slope, thick limit = {edge_limit:.4f} eV^-1")
for thickness, value in edge.items():
    print(f"edge slope at {thickness:.0f} angstrom = {value:.4f} eV^-1")
for thickness in (10.0, 20.0, 40.0):
    b = (phi1, phi2, thickness)
    print(f"minimum at {thickness:.0f} angstrom: WKB {minimum(b):.5f} eV, "
          f"Airy {minimum(b, airy_exact):.5f} eV")
print("PASS")
```

Printed output:

```
left barrier height phi1 = 1.50 eV
right barrier height phi2 = 2.50 eV
mean height = 2.00 eV
asymmetry = 1.00 eV
thickness = 20.0 angstrom
band depth = 10.0 eV
A0 = 13.6618 eV^-1/2
S0 = 28.981 (dimensionless)
S(0,0) with tilt = 28.905
G(0), WKB integral = 6.4190e+00 S/m^2
G(0), leading formula = 6.2501e+00 S/m^2
linear coefficient, Brinkman = -0.3019 eV^-1
linear coefficient, WKB integral = -0.2796 eV^-1
linear coefficient, Airy = -0.1792 eV^-1
quadratic coefficient, Brinkman = 6.5617 eV^-2
quadratic coefficient, WKB integral = 6.6887 eV^-2
quadratic coefficient, Airy = 5.8661 eV^-2
bias of minimum, Brinkman = 0.02300 eV
bias of minimum, WKB integral = 0.02102 eV
bias of minimum, heights exchanged = -0.02102 eV
|bias of minimum|, equal heights = 0.00000 eV
parabola depth below G(0) = 0.00347 of G(0)
V = -0.5 eV: G/G(0) WKB 3.7645, parabola 2.7914
V = -0.2 eV: G/G(0) WKB 1.3513, parabola 1.3228
V = -0.1 eV: G/G(0) WKB 1.0973, parabola 1.0958
V = +0.1 eV: G/G(0) WKB 1.0383, parabola 1.0354
V = +0.2 eV: G/G(0) WKB 1.2136, parabola 1.2021
V = +0.5 eV: G/G(0) WKB 2.9306, parabola 2.4895
nearly symmetric barrier, heights 1.95 and 2.05 eV, 20 angstrom:
  slope / Brinkman = 0.9062; 1-3/S0 = 0.8965
  curvature / Brinkman = 0.9981
  G(0) / leading = 1.0344; 1+1/S0 = 1.0345
edge slope, thick limit = 0.1333 eV^-1
edge slope at 20 angstrom = 0.1003 eV^-1
edge slope at 40 angstrom = 0.1153 eV^-1
edge slope at 120 angstrom = 0.1269 eV^-1
minimum at 10 angstrom: WKB 0.03856 eV, Airy 0.01986 eV
minimum at 20 angstrom: WKB 0.02102 eV, Airy 0.01532 eV
minimum at 40 angstrom: WKB 0.01102 eV, Airy 0.00943 eV
PASS
```
